# Field distribution of a triangular vortex lattice in the London model

A type-II superconductor in the mixed state is threaded by straight, parallel vortices on a perfect triangular lattice. Each carries one flux quantum \(\Phi_0\). The vortices are static, the material is isotropic in the plane perpendicular to them, and its penetration depth is \(\lambda\). The mean induction is \(B_0\), the vortex spacing \(a\), and the cell area \(A=\sqrt3a^2/2=\Phi_0/B_0\). Probe nuclei fill the volume uniformly and resonate at the local field, with every other source of line width ignored. The NMR line is then the field distribution

\[
p(B)=\frac1A\int_{\rm cell}\delta\big(B-B(\mathbf r)\big)\,d^2r .
\]

Fields are in tesla or millitesla and lengths in nanometres. In the derivations, where stated, \(a=1\).

## (a) Reduce the London field to a universal function

**Question.** Solve the London equation for the lattice. Find the form of \(B(\mathbf r)\) when \(\lambda\) is much larger than the vortex spacing.

**Solution.** With point-like cores the London equation is

\[
B-\lambda^2\nabla^2B=\Phi_0\sum_{\mathbf R}\delta(\mathbf r-\mathbf R).
\]

The right side has Fourier components \(\Phi_0/A=B_0\) at every reciprocal vector \(\mathbf G\), and \(-\nabla^2\) becomes \(G^2\). Hence

\[
B_{\mathbf G}=\frac{B_0}{1+\lambda^2G^2}
=\frac{\Phi_0}{\lambda^2}\,\frac{1}{A(G^2+\lambda^{-2})}.
\]

If \(\lambda^2G^2\gg1\) for all \(\mathbf G\ne0\), the term \(\lambda^{-2}\) can be dropped:

\[
B(\mathbf r)=B_0+\frac{\Phi_0}{\lambda^2}g(\mathbf r),\qquad g_{\mathbf G}=\frac1{AG^2},\quad g_{\mathbf 0}=0 .
\]

Equivalently, \(g\) is periodic, has zero mean and obeys

\[
-\nabla^2g=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1A .
\]

As a function of \(\mathbf r/a\), \(g\) contains no parameter. The distribution of \(B-B_0\) therefore does not depend on \(B_0\) in this limit. The cores must also occupy a small part of the cell, so \(B_0\) must be far below the upper critical field \(B_{c2}\).

## (b) Find the variance

**Question.** Calculate the second moment of the line and its first correction at finite \(B_0\).

**Solution.** Set \(a=1\) and \(h=\sqrt3/2\), so that \(A=h\). The lattice vectors \((1,0)\) and \((1/2,h)\) have reciprocal vectors \(\mathbf G=2\pi\big(m,(n-m/2)/h\big)\). Thus

\[
G^2=4\pi^2\Big[m^2+\tfrac43\big(n-\tfrac m2\big)^2\Big]=\frac{16\pi^2}{3}Q,\qquad Q=m^2-mn+n^2,
\]

and \(AG^2=\gamma Q\) with \(\gamma=8\pi^2/\sqrt3\). Parseval's theorem gives

\[
\langle g^2\rangle=\sum_{\mathbf G\ne0}\frac1{(AG^2)^2}=\frac{3S_2}{64\pi^4},\qquad S_k=\sum_{(m,n)\ne(0,0)}Q^{-k}.
\]

The terms with \(Q\le M=10^4\) sum to 7.710783. For the rest, the number of points with \(Q\le M\) approaches the area of an ellipse, \(2\pi M/\sqrt3\). The tail is therefore

\[
\frac{2\pi}{\sqrt3}\int_M^\infty\frac{dQ}{Q^2}=\frac{2\pi}{\sqrt3M}=0.000363 .
\]

Hence \(S_2=7.7111\), and

\[
\boxed{\langle(B-B_0)^2\rangle=0.00371\,\frac{\Phi_0^2}{\lambda^4}}
\]

The rms width is \(0.0609\,\Phi_0/\lambda^2\).

At finite field define \(b=\lambda^2B_0/\Phi_0=\lambda^2/A\). The denominator in (a) is then \(\gamma Q+1/b\), and

\[
\sum_{\mathbf G\ne0}\frac1{(\gamma Q+1/b)^2}
\simeq\frac{S_2}{\gamma^2}\left(1-\frac{2S_3}{\gamma bS_2}\right).
\]

With \(S_3=6.376\) the relative correction is about \(-0.036/b\). The large \(\gamma\) makes the limit useful already when \(b\) is a few units.

## (c) Find the fields at the symmetric points

**Question.** Evaluate \(g\) at a bond midpoint \(M\) and at a triangle centre \(K\) in closed form.

**Solution.** Write positions as \(z=x+iy\), with \(a=1\) and \(\omega=e^{i\pi/3}\). The lattice is \(L=\{m+n\omega\}\). Near a vortex the delta function requires

\[
g=-\frac1{2\pi}\ln|z|+c+O(|z|^2),
\]

with a constant \(c\).

Let \(\alpha\) be a number for which \(\alpha L\) lies inside \(L\). The points \(w\) with \(\alpha w\in L\) form a lattice with cell area \(A/|\alpha|^2\), so each cell of \(L\) contains \(|\alpha|^2\) of them. Compare \(\sum_wg(z+w)\), summed over these points in one cell, with \(g(\alpha z)\):

- The sum has unit sources at all points of \(\alpha^{-1}L\) and background \(-|\alpha|^2/A\).
- For \(g(\alpha z)\), the Laplacian brings a factor \(|\alpha|^2\), which cancels the factor \(|\alpha|^{-2}\) from \(\delta(\alpha z-R)\). Sources and background are the same.

The difference is harmonic, periodic and bounded, hence constant. Both functions have zero mean, so the constant is zero:

\[
\sum_wg(z+w)=g(\alpha z).
\]

As \(z\to0\), the term \(w=0\) on the left is \(-\ln|z|/2\pi+c\), and the right side is \(-\ln|\alpha z|/2\pi+c\). Therefore

\[
\sum_{w\ne0}g(w)=-\frac{\ln|\alpha|}{2\pi}.
\]

For \(\alpha=2\) the nonzero \(w\) are three bond midpoints, equivalent by rotation. For \(\alpha=i\sqrt3=2\omega-1\) they are \(\pm K\), with \(K=\tfrac12+\tfrac{i}{2\sqrt3}\), because \(i\sqrt3K=\omega-1\in L\). Thus

\[
g(M)=-\frac{\ln2}{6\pi}=-0.03677,\qquad
g(K)=-\frac{\ln3}{8\pi}=-0.04371 .
\]

Both fields lie below the mean.

## (d) Find the curvatures

**Question.** Determine the second derivatives of \(g\) at \(M=\tfrac12\) and at \(K\).

**Solution.** Away from vortices \(g_{xx}+g_{yy}=1/A\), so the difference is needed. With \(\partial_z=(\partial_x-i\partial_y)/2\), define

\[
f(z)=4\pi\,\partial_z^2g=\pi\,(g_{xx}-g_{yy}-2ig_{xy}).
\]

Since \(4\partial_z\partial_{\bar z}=\nabla^2\), we have \(\partial_{\bar z}f=\pi\,\partial_z\nabla^2g=0\) away from vortices. So \(f\) is analytic there and periodic. Near the origin \(-\ln|z|/2\pi=-(\ln z+\ln\bar z)/4\pi\) gives \(f\simeq1/z^2\).

The symmetry \(g(\omega z)=g(z)\) implies \(\omega^2f(\omega z)=f(z)\). A power \(z^k\) is then allowed if \(\omega^{k+2}=1\), which leaves

\[
f=z^{-2}+c_4z^4+O(z^{10}).
\]

It follows that

\[
f'^2=4z^{-6}-16c_4+O(z^6),\qquad 4f^3=4z^{-6}+12c_4+O(z^6).
\]

The difference \(f'^2-4f^3\) is periodic and has no pole, so it is the constant \(-28c_4\). As \(f'\) is odd and periodic, \(f'(\tfrac12)=f'(-\tfrac12)=-f'(\tfrac12)=0\). With \(e=f(\tfrac12)\),

\[
f'^2=4(f^3-e^3),\qquad e^3=7c_4 .
\]

The sign of \(e\) follows from \(f''=\sum_R6/(z-R)^4\). Both sides have the same poles and periods, so they can differ at most by a constant. Comparing the coefficients of \(z^2\) gives \(12c_4=60\sum_{R\ne0}R^{-6}\), hence \(e^3=35\sum_{R\ne0}R^{-6}\). The six nearest vortices contribute \(+6\) to this sum. The moduli of all terms add up to \(S_3=6.376\), so the others cannot reverse the sign, and \(e>0\).

On the real axis \(g_{xy}=0\) by reflection, so \(f\) is real. A function that has the periods of the lattice and is analytic except for poles has as many zeros as poles per cell, counted with multiplicity. Thus \(f'\), with one triple pole, has three zeros, and these are the three bond midpoints. Between \(0\) and \(\tfrac12\), \(f\) therefore falls steadily from infinity to \(e\), with \(f'=-2\sqrt{f^3-e^3}\). Integration, with \(f=es\), gives

\[
\frac12=\int_e^\infty\frac{df}{2\sqrt{f^3-e^3}}
=\frac1{2\sqrt e}\int_1^\infty\frac{ds}{\sqrt{s^3-1}} .
\]

The substitution \(s=t^{-1/3}\) turns the last integral into \(\tfrac13\int_0^1t^{-5/6}(1-t)^{-1/2}dt\), so

\[
e=\Big[\tfrac13{\rm B}\big(\tfrac16,\tfrac12\big)\Big]^2=5.898,
\]

where \({\rm B}\) is the Beta function. At \(M\), \(g_{xx}-g_{yy}=e/\pi\), and

\[
g_{xx}=\frac12\Big(\frac1A+\frac e\pi\Big)=1.516,\qquad
g_{yy}=\frac12\Big(\frac1A-\frac e\pi\Big)=-0.361 .
\]

So \(M\) is a saddle: the field rises along the bond towards the two vortices and falls across it. At \(K\), threefold symmetry makes the curvature isotropic. Hence \(f(K)=0\) and both curvatures equal \(1/(2A)\), which makes \(K\) a minimum.

## (e) Show that there are no other critical points

**Question.** Could another minimum or saddle add a feature to the line?

**Solution.** Take the hexagonal cell around a vortex. One side lies on \(x=\tfrac12\), with \(M\) at its middle and triangle centres at its ends. By reflection \(g_x=0\) and \(g_{xy}=0\) there, so \(f\) is real. It has no stationary point between \(M\) and \(K\), so it falls steadily from \(e\) to \(0\), and

\[
g_{yy}=\frac12\Big(\frac1A-\frac f\pi\Big)
\]

rises steadily from a negative to a positive value. Since \(g_y\) vanishes at both ends by symmetry, it first decreases and then returns to zero. It is negative in between.

Now consider \(u=\mathbf r\cdot\nabla g\) inside the hexagon. On this side \(u=yg_y\), which is negative except at \(M\) and the corners, where it is zero. The other sides follow by rotation. Near the vortex \(u\to-1/2\pi\). In between

\[
\nabla^2u=\mathbf r\cdot\nabla(\nabla^2g)+2\nabla^2g=\frac2A>0 ,
\]

so \(u\) has no interior maximum and is negative throughout the interior. The gradient vanishes nowhere inside. Each cell therefore has three saddles \(M\), two minima \(K\) and one logarithmic core, and no other critical point.

## (f) Derive the line shape

**Question.** Find the behaviour of the distribution at the saddle field, at the lowest field and at high field.

**Solution.** Let \(P(g)\) be the density of \(g\), so that \(p(B)=(\lambda^2/\Phi_0)P(g)\). Keep \(a=1\).

*Saddle.* Put \(\epsilon=g-g(M)\), \(\kappa_1=1.516\) and \(\kappa_2=0.361\). With \(X\) and \(Y\) measured from \(M\), \(\epsilon=\tfrac12(\kappa_1X^2-\kappa_2Y^2)\). Define

\[
s=\frac{\sqrt{\kappa_1}X+\sqrt{\kappa_2}Y}{\sqrt2},\qquad
t=\frac{\sqrt{\kappa_1}X-\sqrt{\kappa_2}Y}{\sqrt2}.
\]

Then \(\epsilon=st\) and \(dX\,dY=ds\,dt/\sqrt{\kappa_1\kappa_2}\). A patch \(|s|,|t|<T\) contributes

\[
\frac1{\sqrt{\kappa_1\kappa_2}}\int\!\!\int\delta(\epsilon-st)\,ds\,dt
=\frac2{\sqrt{\kappa_1\kappa_2}}\int_{|\epsilon|/T}^{T}\frac{ds}{s}
=\frac2{\sqrt{\kappa_1\kappa_2}}\ln\frac{T^2}{|\epsilon|}.
\]

The factor 2 counts both signs of \(s\). The rest of the cell contributes continuously. With three saddles per cell,

\[
\boxed{P\simeq C\ln\frac{W}{|g-g(M)|},\qquad C=\frac6{A\sqrt{\kappa_1\kappa_2}}=9.36}
\]

The peak is a logarithmic divergence with the same \(C\) and \(W\) on both sides. The constant \(W\) depends on the whole cell; numerically it is 0.059.

*Lowest field.* At distance \(\rho\) from \(K\), \(g-g(K)=\rho^2/(4A)\). The area below \(g\) around one minimum is \(\pi\rho^2=4\pi A[g-g(K)]\). Two minima per cell give the area fraction \(8\pi[g-g(K)]\), so \(P\) jumps from zero to \(8\pi\).

*High field.* Near a core \(g=-\ln r/2\pi+c\), and the area with larger field is \(\pi r^2=\pi e^{-4\pi(g-c)}\). Dividing by \(A\) and differentiating,

\[
P\simeq\frac{4\pi^2}{A}e^{-4\pi(g-c)} .
\]

To find \(c\), sum over rows of vortices. Row \(n\) lies at \(y=nh\) and is shifted by \(n/2\). The component \(e^{2\pi ikx}\), \(k\ne0\), from this row is \(e^{-i\pi kn}e^{-2\pi|k||y-nh|}/(4\pi|k|)\). Adding \(k\) and \(-k\), and using \(\sum_{k\ge1}q^k/k=-\ln(1-q)\), gives for each row

\[
-\frac1{2\pi}\ln\Big|1-e^{2\pi i(x-n/2)-2\pi|y-nh|}\Big| .
\]

The component \(k=0\) obeys \(-g_0''=\sum_n\delta(y-nh)-1/h\) with zero mean. For \(|y|\le h\) it is \(g_0=y^2/2h-|y|/2+h/12\). As \(r\to0\), row \(n=0\) gives \(-\ln(2\pi r)/2\pi\), and rows \(\pm j\) are equal. Thus

\[
c=\frac h{12}-\frac{\ln2\pi}{2\pi}-\frac1\pi\sum_{j\ge1}\ln\!\big[1-(-1)^je^{-\sqrt3\pi j}\big]=-0.2217 .
\]

At \(g=0.4\) the tail law gives 0.01844, against 0.01850 from the full \(g\).

As a test of the whole shape, \(P\) was computed by following contours of \(g\). Its norm is 1, its mean vanishes and its second moment is 0.003711, in agreement with the lattice sum within the numerical tolerance.

## (g) Apply the result

**Question.** For model parameters \(\lambda=200\) nm, \(B_0=0.5\) T and core length \(\xi=2\) nm, find the line and judge the approximations.

**Solution.** The field scale is

\[
\frac{\Phi_0}{\lambda^2}=\frac{2.0678\times10^{-15}\ {\rm Wb}}{(2\times10^{-7}\ {\rm m})^2}=51.70\ {\rm mT}.
\]

In the limiting law, and relative to \(B_0\), the line starts at \(-0.04371\times51.70=-2.26\) mT and peaks at \(-0.03677\times51.70=-1.90\) mT. Its rms width is \(0.06092\times51.70=3.15\) mT, or 134 kHz for protons.

The density is 0.664 per mT at \(-2.0\) mT, 0.106 at the mean field and 0.005 at \(+10\) mT. The steep low-field side, between onset and peak, holds 23% of the volume. The rms width exceeds the distance from peak to mean because the long upper tail weighs heavily in the second moment. It should not be read as the half-width of the peak.

*Finite field.* Here \(b=9.67\). The first-order formula changes the variance by \(-0.375\%\), the full London sum by \(-0.374\%\). Inverting the limiting law,

\[
\lambda=\left(\frac{0.00371\,\Phi_0^2}{\langle(B-B_0)^2\rangle}\right)^{1/4},
\]

with the finite-field London width returns 200.2 nm, an error of 0.1% relative to the input.

*Finite cores.* With \(B_{c2}=\Phi_0/(2\pi\xi^2)=82\) T, the ratio \(B_0/B_{c2}\) is 0.006. As an estimate, multiply each \(B_{\mathbf G}\) by \(e^{-\xi^2G^2/2}\). The variance falls by 9.3% relative to the London value without cutoff, far more than the ratio itself. The enhancement comes from a logarithm together with a numerical prefactor. For \(G<1/\xi\) the loss per term is about \(\xi^2G^2/(AG^2)^2\). Replacing the sum by an integral with \(A\,d^2G/4\pi^2\) points gives

\[
\frac{\xi^2}{A^2}\,\frac{A}{2\pi}\int_{\sim A^{-1/2}}^{1/\xi}\frac{dG}{G}
\simeq\frac{\xi^2}{4\pi A}\ln\frac{B_{c2}}{B_0}
=\frac1{8\pi^2}\frac{B_0}{B_{c2}}\ln\frac{B_{c2}}{B_0},
\]

to leading logarithm. Divided by 0.00371 this is \(3.4\,(B_0/B_{c2})\ln(B_{c2}/B_0)\), about 11% here. The constant under the logarithm is not fixed by this estimate: taking the lower limit as exactly \(A^{-1/2}\) gives about 14%, and taking it as the shortest \(G\) gives about 6.5%. The estimate therefore agrees with the sum only in order of magnitude. The width drops to 2.99 mT, and the limiting law would then return \(200\times(3.149/2.993)^{1/2}=205\) nm, overestimating \(\lambda\) by about 2.6% relative to the input. This figure belongs to the Gaussian factor and depends strongly on the core model, as shown at the end of this part.

The cutoff also ends the exponential tail. Its decay field is \(\Phi_0/(4\pi\lambda^2)=4.1\) mT, and the London field at distance \(\xi\) from a vortex centre is 17.7 mT above \(B_0\). The Gaussian cutoff caps the field at about 17 mT above \(B_0\), and the Ginzburg–Landau core below caps it at about 15 mT. Near and beyond such offsets the unlimited London tail has no physical meaning. The Gaussian factor is a model of the core, not a solution for its structure; a quantitative core correction needs a theory in which the order parameter varies in space. For \(\lambda\gg\xi\), replace the cell by a disc of equal area and radius \(R\), and measure lengths in \(\xi\). The Ginzburg–Landau amplitude \(\psi\) obeys \(\psi''+\psi'/r-q^2\psi+\psi-\psi^3=0\) with \(q=1/r-r/R^2\), \(\psi(0)=0\) and \(\psi'(R)=0\), and the reduced field obeys \(g'=-\psi^2q/2\pi\). At the same \(B_0/B_{c2}\) this lowers the variance by about 19%, gives a width of 2.83 mT and returns about 211 nm, an overestimate of about 5%. The Gaussian factor therefore understates the core correction here by about a factor of two.

The remaining values are in the numerical output.

## Computed results

```
Lattice sum S2, part with Q <= 10000: 7.710783
Lattice sum S2, tail beyond: 0.000363
S2 total: 7.71115;  S3: 6.37588
Variance / (Phi0^2/lambda^4), lattice sum: 0.003711
Variance / (Phi0^2/lambda^4), from density: 0.003711
Rms width / (Phi0/lambda^2): 0.06092
Norm of the contour density: 1.000000
Skewness (dimensionless): 2.978
g at minimum K: -0.043712;  at saddle M: -0.036773
Root e (spacing 1): 5.89834
Saddle curvature along bond (spacing 1): 1.51610
Saddle curvature across bond (spacing 1): -0.36140
Log-peak coefficient C: 9.3597
Log-peak scale W (units of g): 0.0592
Density just above minimum: 25.133;  8 pi: 25.133
Core constant c: -0.22171
Density at g = 0.4: 0.01850; tail law: 0.01844
Area fraction with field below the saddle: 0.2256
--- Example with model parameters ---
lambda: 200 nm;  B0: 0.5 T;  xi: 2 nm
Flux quantum: 2.067834e-15 Wb
b = lambda^2 B0/Phi0: 9.672;  B0/Bc2: 0.00608
Bc2: 82.3 T;  vortex spacing: 69.10 nm
Phi0/lambda^2: 51.696 mT
Minimum minus B0, limit: -2.2597 mT
Minimum minus B0, finite field: -2.2532 mT
Saddle minus B0, limit: -1.9010 mT
Saddle minus B0, finite field: -1.8960 mT
Rms width, limit: 3.1491 mT
Rms width, finite-field London: 3.1432 mT
Rms width, with Gaussian core cutoff: 2.9928 mT
Relative variance change, first order: -0.003751
Relative variance change, full sum: -0.003738
Variance ratio, core cutoff to none: 0.9066
lambda from finite-field width by limit law: 200.19 nm
Proton rms frequency width, limit: 134.08 kHz
Tail decay field Phi0/(4 pi lambda^2): 4.114 mT
Field minus B0 at distance xi, limit: 17.70 mT
Density at B - B0 = -2.2 mT: 0.50879 per mT
Density at B - B0 = -2.0 mT: 0.66391 per mT
Density at B - B0 = -1.8 mT: 0.58387 per mT
Density at B - B0 = -1.0 mT: 0.19521 per mT
Density at B - B0 = 0.0 mT: 0.10557 per mT
Density at B - B0 = 2.0 mT: 0.04689 per mT
Density at B - B0 = 5.0 mT: 0.01865 per mT
Density at B - B0 = 10.0 mT: 0.00498 per mT
```
